# Parity, charge conjugation and the photon numbers in positronium annihilation

## Problem

A spin-\(\tfrac12\) fermion and its antifermion have zero total momentum, orbital angular momentum \(L\) and total spin \(S\).

1. Show from the Dirac field that the pair has \(P=(-1)^{L+1}\) and \(C=(-1)^{L+S}\).
2. Into how many photons may positronium annihilate from each of the states \({}^1S_0\), \({}^3S_1\), \({}^1P_1\), \({}^3P_0\), \({}^3P_1\) and \({}^3P_2\)? Give the lowest number in each case.

Assume that annihilation proceeds through quantum electrodynamics, which conserves \(P\) and \(C\), with photons only in the final state. Weak interactions and external fields are left out. Units are \(\hbar=c=1\).

## Hints

1. Apply \(\gamma^0\) to the spinors \(u\) and \(v\). A relative sign appears.
2. Charge conjugation exchanges the two creation operators. Count the signs needed to bring the state back to its original form.
3. The electric current changes sign under \(C\). What must the photon field do?
4. \(C\) is not the last word. For one photon, check four-momentum. For two photons and \(J=1\), write every amplitude that rotations allow and exchange the photons.
5. A selection rule can close a channel but cannot show that a channel is open. For that, an amplitude is needed.

## Solution

### Spinors and field

In the Dirac representation,
\[
\gamma^0=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad
\boldsymbol\gamma=\begin{pmatrix}0&\boldsymbol\sigma\\-\boldsymbol\sigma&0\end{pmatrix}.
\]
Let \(\phi_s\) be the real two-spinors for spin up and down, and let \(\tilde\phi_s=-i\sigma_2\phi_s\). With \(E=\sqrt{m^2+\mathbf p^2}\),
\[
u_s(\mathbf p)=\frac{1}{\sqrt{E+m}}\begin{pmatrix}(E+m)\phi_s\\ \boldsymbol\sigma\!\cdot\!\mathbf p\,\phi_s\end{pmatrix},\quad
v_s(\mathbf p)=\frac{1}{\sqrt{E+m}}\begin{pmatrix}\boldsymbol\sigma\!\cdot\!\mathbf p\,\tilde\phi_s\\(E+m)\tilde\phi_s\end{pmatrix}.
\]
The label \(s\) is the spin in the particle's rest frame, carried to momentum \(\mathbf p\) by a pure boost. The field is
\[
\psi(t,\mathbf x)=\sum_{\mathbf p,s}\left[b_s(\mathbf p)u_s(\mathbf p)e^{-iEt+i\mathbf p\cdot\mathbf x}+d_s^\dagger(\mathbf p)v_s(\mathbf p)e^{iEt-i\mathbf p\cdot\mathbf x}\right],
\]
where normalization factors that depend only on \(|\mathbf p|\) are suppressed.

### Parity of the operators

Reversing \(\mathbf p\) changes the sign of the \(\boldsymbol\sigma\cdot\mathbf p\) component, while \(\gamma^0\) changes the sign of the lower component. Therefore
\[
\gamma^0u_s(\mathbf p)=u_s(-\mathbf p),\qquad \gamma^0v_s(\mathbf p)=-v_s(-\mathbf p).
\]
Parity acts as \(P\psi(t,\mathbf x)P^{-1}=\eta\gamma^0\psi(t,-\mathbf x)\), with an arbitrary phase \(\eta\). Insert the expansion and rename \(\mathbf p\to-\mathbf p\):
\[
P\psi P^{-1}=\eta\sum_{\mathbf p,s}\left[b_s(-\mathbf p)u_s(\mathbf p)e^{-iEt+i\mathbf p\cdot\mathbf x}-d_s^\dagger(-\mathbf p)v_s(\mathbf p)e^{iEt-i\mathbf p\cdot\mathbf x}\right].
\]
Comparing coefficients, and taking the adjoint of the first relation, gives
\[
Pb_s^\dagger(\mathbf p)P^{-1}=\eta^*b_s^\dagger(-\mathbf p),\qquad
Pd_s^\dagger(\mathbf p)P^{-1}=-\eta\,d_s^\dagger(-\mathbf p).
\]
The separate intrinsic parities depend on \(\eta\), but their product is \(-|\eta|^2=-1\).

### Charge conjugation of the operators

Define \(B=i\gamma^2\), which is real. Since \((\gamma^2)^2=-1\), \(B^2=1\). The identity \(\sigma_2\boldsymbol\sigma^*=-\boldsymbol\sigma\sigma_2\) gives
\[
Bu_s^*=\frac{1}{\sqrt{E+m}}\begin{pmatrix}i\sigma_2(\boldsymbol\sigma^*\!\cdot\mathbf p)\phi_s\\-i\sigma_2(E+m)\phi_s\end{pmatrix}
=\frac{1}{\sqrt{E+m}}\begin{pmatrix}\boldsymbol\sigma\!\cdot\!\mathbf p\,\tilde\phi_s\\(E+m)\tilde\phi_s\end{pmatrix}=v_s,
\]
and hence \(Bv_s^*=B^2u_s=u_s\).

Charge conjugation acts as \(C\psi C^{-1}=\zeta B\psi^*\), where \(\zeta\) is a phase and \(\psi^*\) is the column of adjoint components. Thus
\[
C\psi C^{-1}=\zeta\sum_{\mathbf p,s}\left[d_s(\mathbf p)u_s(\mathbf p)e^{-iEt+i\mathbf p\cdot\mathbf x}+b_s^\dagger(\mathbf p)v_s(\mathbf p)e^{iEt-i\mathbf p\cdot\mathbf x}\right].
\]
Again compare coefficients:
\[
Cb_s^\dagger(\mathbf p)C^{-1}=\zeta^*d_s^\dagger(\mathbf p),\qquad
Cd_s^\dagger(\mathbf p)C^{-1}=\zeta\,b_s^\dagger(\mathbf p).
\]

Do the two spins couple in the usual way? A rotation acts on both halves of \(\psi\) with \(D=e^{-i\boldsymbol\theta\cdot\boldsymbol\sigma/2}\). The same identity gives \(\sigma_2D^*\sigma_2=D\), so \(B\psi^*\) rotates by the same matrix as \(\psi\). In these two fields, \(d_s\) and \(b_s\) multiply the same spinor \(u_s\). They therefore transform alike, and so do their adjoints.

### Quantum numbers of the pair

Write
\[
|L,S\rangle=\sum_{\mathbf p,s,s'}f_L(\mathbf p)X_{ss'}\,b_s^\dagger(\mathbf p)d_{s'}^\dagger(-\mathbf p)|0\rangle .
\]
The angular part of \(f_L\) is a spherical harmonic of degree \(L\), so \(f_L(-\mathbf p)=(-1)^Lf_L(\mathbf p)\). The spin function is symmetric for \(S=1\) and antisymmetric for \(S=0\), so \(X_{s's}=(-1)^{S+1}X_{ss'}\). Coupling to definite \(J\) adds terms with the same \(L\) and \(S\), which share these signs. The vacuum is invariant under \(P\) and \(C\).

For parity,
\[
\begin{aligned}
P|L,S\rangle&=-\sum f_L(\mathbf p)X_{ss'}b_s^\dagger(-\mathbf p)d_{s'}^\dagger(\mathbf p)|0\rangle\\
&=-\sum f_L(-\mathbf p)X_{ss'}b_s^\dagger(\mathbf p)d_{s'}^\dagger(-\mathbf p)|0\rangle
=(-1)^{L+1}|L,S\rangle .
\end{aligned}
\]
The second line renames \(\mathbf p\to-\mathbf p\).

For charge conjugation the phases cancel, \(\zeta^*\zeta=1\), and
\[
\begin{aligned}
C|L,S\rangle&=\sum f_L(\mathbf p)X_{ss'}d_s^\dagger(\mathbf p)b_{s'}^\dagger(-\mathbf p)|0\rangle\\
&=-\sum f_L(\mathbf p)X_{ss'}b_{s'}^\dagger(-\mathbf p)d_s^\dagger(\mathbf p)|0\rangle\\
&=-\sum f_L(-\mathbf p)X_{s's}b_s^\dagger(\mathbf p)d_{s'}^\dagger(-\mathbf p)|0\rangle .
\end{aligned}
\]
The second line uses anticommutation; the third renames \(\mathbf p\to-\mathbf p\) and \(s\leftrightarrow s'\). The three signs multiply to
\[
C=(-1)(-1)^L(-1)^{S+1}=(-1)^{L+S}.
\]

### Charge conjugation of photons

The current is \(j^\mu=\psi^\dagger\alpha^\mu\psi\), with \(\alpha^\mu=\gamma^0\gamma^\mu=(1,\boldsymbol\alpha)\). The matrix \(B\) is symmetric as well as real. Block multiplication, with \((i\sigma_2)\boldsymbol\sigma(i\sigma_2)=\boldsymbol\sigma^*\), gives \(B\boldsymbol\alpha B=\boldsymbol\alpha^*=\boldsymbol\alpha^T\). Also \(B1B=1\). Hence
\[
Cj^\mu C^{-1}=\psi^TB\alpha^\mu B\psi^*=\sum_{a,b}\psi_a(\alpha^\mu)_{ba}\psi_b^\dagger
=-\sum_{a,b}\psi_b^\dagger(\alpha^\mu)_{ba}\psi_a=-j^\mu .
\]
The constant from the anticommutator is removed by normal ordering. Invariance of the coupling \(j^\mu A_\mu\) then requires \(A_\mu\to-A_\mu\). Each photon contributes a factor \(-1\), so an \(n\)-photon state has \(C=(-1)^n\), and annihilation requires
\[
(-1)^n=(-1)^{L+S}.
\]

### One photon

In its rest frame the pair has positive energy and zero momentum. A real photon with zero momentum has zero energy, so \(n=1\) is impossible for every state. For \({}^3S_1\) this is the work of kinematics, not of \(C\): the computed squared coupling to a virtual photon at rest is 8.0 for \({}^3S_1\) and zero for \({}^1S_0\), in the amplitude units defined below.

### Two photons with \(J=1\)

Let the photons travel along \(\hat{\mathbf k}\) and \(-\hat{\mathbf k}\), with transverse linear polarizations \(\boldsymbol\epsilon_1,\boldsymbol\epsilon_2\). The amplitude from a \(J=1\) state with polarization vector \(\mathbf e\) is \(\mathbf e\cdot\mathbf V\), where \(\mathbf V\) is linear in each \(\boldsymbol\epsilon_i\).

Taken in the circular basis, each transverse polarization carries angular momentum \(\pm1\) along the fixed axis \(\hat{\mathbf k}\), so two of them carry \(0\) or \(\pm2\). A \(J=1\) state offers \(0\) or \(\pm1\). The common value is 0, so \(\mathbf V\) lies along \(\hat{\mathbf k}\). The two polarization combinations with projection 0 give
\[
\mathbf V=\hat{\mathbf k}\left[a\,\boldsymbol\epsilon_1\!\cdot\boldsymbol\epsilon_2+b\,\hat{\mathbf k}\cdot(\boldsymbol\epsilon_1\times\boldsymbol\epsilon_2)\right].
\]
Exchanging the photons means \(\hat{\mathbf k}\to-\hat{\mathbf k}\) and \(\boldsymbol\epsilon_1\leftrightarrow\boldsymbol\epsilon_2\). The bracket is unchanged, because its second term acquires two minus signs, but the prefactor reverses. Bose symmetry requires \(\mathbf V\) to be unchanged, so \(a=b=0\). No real two-photon state has \(J=1\), whatever its parity.

This matters for \({}^3P_1\). It has \(C=+1\), so three photons are forbidden by \(C\) and two by Bose symmetry. The first remaining possibility is four.

### Two photons with \(J=0\)

The amplitude is now a scalar under rotations, namely the bracket above, and Bose symmetry permits both terms. Under inversion \(\hat{\mathbf k}\) and both \(\boldsymbol\epsilon_i\) reverse, so \(\boldsymbol\epsilon_1\cdot\boldsymbol\epsilon_2\) is even and \(\hat{\mathbf k}\cdot(\boldsymbol\epsilon_1\times\boldsymbol\epsilon_2)\) is odd. The state \({}^1S_0\), with \(P=-1\), gives perpendicular linear polarizations. The state \({}^3P_0\), with \(P=+1\), gives parallel ones.

### A channel worked by hand

Take \({}^1S_0\to2\gamma\) at zero relative momentum, with \(m=1\) and the charge factor removed. Both photons have energy 1. The electron line between the two emissions carries \(q=p-k_1=(0,-\hat{\mathbf k})\), so its denominator is \(q^2-1=-2\), and \(\gamma^\mu q_\mu=\boldsymbol\gamma\cdot\hat{\mathbf k}\). The first ordering is
\[
M^{(1)}_{ss'}=-\tfrac12\,\bar v_{s'}(\boldsymbol\gamma\!\cdot\!\boldsymbol\epsilon_2)(\boldsymbol\gamma\!\cdot\!\hat{\mathbf k}+1)(\boldsymbol\gamma\!\cdot\!\boldsymbol\epsilon_1)u_s .
\]
At rest \(u_s=\sqrt2(\phi_s,0)^T\) and \(\bar v_{s'}=\sqrt2(0,-\tilde\phi_{s'}^\dagger)\). The product of two \(\gamma\) matrices is block diagonal and drops out. The lower-left block of three is \(\sigma\sigma\sigma\), so
\[
M^{(1)}_{ss'}=\tilde\phi_{s'}^\dagger(\boldsymbol\sigma\!\cdot\!\boldsymbol\epsilon_2)(\boldsymbol\sigma\!\cdot\!\hat{\mathbf k})(\boldsymbol\sigma\!\cdot\!\boldsymbol\epsilon_1)\phi_s .
\]
The other ordering has \(1\leftrightarrow2\) and \(\hat{\mathbf k}\to-\hat{\mathbf k}\). Since \(\sigma_a\sigma_b\sigma_c-\sigma_c\sigma_b\sigma_a=2i\varepsilon_{abc}\), the sum is
\[
M_{ss'}=2i\,\hat{\mathbf k}\cdot(\boldsymbol\epsilon_1\times\boldsymbol\epsilon_2)\,\tilde\phi_{s'}^\dagger\phi_s,
\qquad \tilde\phi_{s'}^\dagger\phi_s=(i\sigma_2)_{s's}.
\]
The last matrix is antisymmetric, so its contraction with a triplet \(X\) vanishes: \({}^3S_1\to2\gamma\) is closed, as required. For the singlet, \(X=i\sigma_2/\sqrt2\) and the contraction is \(\mathrm{tr}[(i\sigma_2)^2]/\sqrt2=-\sqrt2\). The squared amplitude is \(8[\hat{\mathbf k}\cdot(\boldsymbol\epsilon_1\times\boldsymbol\epsilon_2)]^2\). Two of the four polarization choices are perpendicular and contribute 8 each, giving 16, in agreement with the computed 16.0.

### Assignment

The same tree amplitudes were evaluated numerically for two, three and four photons. For a \(P\) state the wave function is odd in \(\mathbf p\), so to leading order it selects the first derivative of the amplitude at \(\mathbf p=0\), which is then separated into \(J=0,1,2\). The last column gives the squared amplitude in the lowest open channel, summed over polarizations and averaged over magnetic states.

| State | \(J^{PC}\) | Permitted \(n\) | Lowest | Squared amplitude |
|---|---|---|---|---|
| \({}^1S_0\) | \(0^{-+}\) | even | 2 | 16.0 |
| \({}^3S_1\) | \(1^{--}\) | odd, \(n\ge3\) | 3 | 36.3 |
| \({}^1P_1\) | \(1^{+-}\) | odd, \(n\ge3\) | 3 | 248 |
| \({}^3P_0\) | \(0^{++}\) | even | 2 | 48.0 |
| \({}^3P_1\) | \(1^{++}\) | even, \(n\ge4\) | 4 | 3958 |
| \({}^3P_2\) | \(2^{++}\) | even | 2 | 12.8 |

These values show that the channels are open. They are not decay rates: they belong to one chosen set of photon momenta (for four photons, momenta proportional to \((3,0,0)\), \((0,4,0)\), \((0,0,12)\) and \((-3,-4,-12)\), scaled to total energy 2), and they lack the powers of the charge, the phase space and the bound-state wave function. All channels with \(n=2,3,4\) that the rules forbid vanished within numerical tolerance.

With binding neglected, the pair energy is \(2\times510.999=1021.998\) keV. Two photons therefore carry 511.0 keV each. Three photons share the total; in the configuration used, with energies in the ratio 3:4:5, the smallest is \(1021.998\times3/12=255.5\) keV.

The rules concern direct annihilation. For the \(2P\) states of positronium direct annihilation is the rare path: at lowest order the electric-dipole decay \(2P\to1S\) has a rate of about \(3\times10^8\ \mathrm{s^{-1}}\), against about \(1\times10^4\ \mathrm{s^{-1}}\) for \(2\,{}^3P_0\to2\gamma\). Such a state almost always emits a photon and falls to an \(S\) state first; for example, \({}^3P_J\to{}^3S_1+\gamma\) satisfies \(C\), since \(+1=(-1)(-1)\). A fixed external magnetic field can spoil the assignment. The two magnetic moments are opposite for equal spins, so the field couples to \(\boldsymbol\sigma_1-\boldsymbol\sigma_2\). This operator is antisymmetric under spin exchange and mixes singlet with triplet, so \(C\) of the pair alone is no longer conserved. Its component along the field gives zero on two equal spins, so among the \({}^3S_1\) states only the one with \(m=0\) along the field mixes with \({}^1S_0\).

## Variation 1: a spinless pair

**Question.** What replaces the two formulas for a charged scalar particle and its antiparticle?

**Solution.** The field \(\varphi\) contains \(a(\mathbf p)\) and \(c^\dagger(\mathbf p)\) without spinors. From \(P\varphi(t,\mathbf x)P^{-1}=\eta\varphi(t,-\mathbf x)\), the creation operators \(a^\dagger\) and \(c^\dagger\) acquire \(\eta^*\) and \(\eta\). Their product is \(+1\), which leaves \(P=(-1)^L\). Under \(C\), \(a^\dagger\) and \(c^\dagger\) are exchanged, again with cancelling phases. They commute, so restoring their order costs no sign, and renaming \(\mathbf p\to-\mathbf p\) gives \(C=(-1)^L\). An \(S\)-wave pair may thus go to two photons, while a \(P\)-wave pair needs an odd number, at least three.

## Variation 2: quantum numbers a pair cannot have

**Question.** Can a spin-\(\tfrac12\) fermion-antifermion pair have \(J^{PC}=0^{--}\), \(0^{+-}\) or \(1^{-+}\)?

**Solution.** Multiplying the two results gives \(CP=(-1)^{2L+S+1}=(-1)^{S+1}\), so \(CP\) fixes the spin.

- \(0^{--}\) has \(CP=+1\), hence \(S=1\). Then \(J=0\) requires \(L=1\), which gives \(P=+1\), a contradiction.
- \(0^{+-}\) has \(CP=-1\), hence \(S=0\) and \(L=J=0\). This gives \(P=-1\), a contradiction.
- \(1^{-+}\) has \(CP=-1\), hence \(S=0\) and \(L=J=1\). This gives \(P=+1\), a contradiction.

None of the three can occur. A state found with such quantum numbers therefore cannot consist of just one spin-\(\tfrac12\) fermion and its antifermion. The argument uses \(S\le1\): for spin-\(\tfrac32\) constituents \(S=2\) is available, and \(L=2\), \(S=2\), \(J=1\) gives \(1^{-+}\).

## Computed values

```
Eigenvalues from two-particle states (dimensionless)
L=0 S=0: P=-1 C=+1
L=0 S=1: P=-1 C=-1
L=1 S=0: P=+1 C=-1
L=1 S=1: P=+1 C=+1
L=2 S=0: P=-1 C=+1
L=2 S=1: P=-1 C=-1
Electron rest energy: 510.999 keV
Pair energy at threshold: 1021.998 keV
One virtual photon, squared amplitude (m=1, charge removed):
1S0: 0.0000   3S1: 8.0000
n=2: photon energies 511.00, 511.00 keV
  squared amplitudes (m=1, charge removed):
  1S0: 16.0000 open
  3S1: 0.0000 zero
  1P1: 0.0000 zero
  3P0: 48.0000 open
  3P1: 0.0000 zero
  3P2: 12.8000 open
  split by linear polarization (m=1, charge removed):
  1S0: parallel 0.0000, perpendicular 16.0000
  3P0: parallel 48.0000, perpendicular 0.0000
n=3: photon energies 255.50, 340.67, 425.83 keV
  squared amplitudes (m=1, charge removed):
  1S0: 0.0000 zero
  3S1: 36.2667 open
  1P1: 247.7227 open
  3P0: 0.0000 zero
  3P1: 0.0000 zero
  3P2: 0.0000 zero
n=4: photon energies 95.81, 127.75, 383.25, 415.19 keV
  squared amplitudes (m=1, charge removed):
  1S0: 324.9380 open
  3S1: 0.0000 zero
  1P1: 0.0000 zero
  3P0: 11424.1693 open
  3P1: 3957.6619 open
  3P2: 5097.5879 open
Lowest open photon number (count):
1P1: 3, 1S0: 2, 3P0: 2, 3P1: 4, 3P2: 2, 3S1: 3
```
